# Long-Time Diffusion on a Chain with Random Symmetric Barriers

An ion hops along a chain of equal-energy sites 0.3 nm apart, over barriers spread evenly between 0.8 and 1.2 eV, at 600 K. Averaged over starting points, its first movements correspond to a diffusion coefficient of \(2.2\times10^{-10}\) cm²/s. Much later the same ion on the same chain spreads with \(5.8\times10^{-12}\) cm²/s, which is 38 times less. The barriers and the temperature have not changed. What has changed is the average over rates that governs the motion.

Let the sites be \(x_n=na\), and let bond \(n\) join sites \(n\) and \(n+1\). Because the two sites have equal energy, the barrier is equally high from either side and is crossed at one rate \(w_n\) in both directions. The probability \(p_n(t)\) of finding the ion on site \(n\) obeys

\[
\frac{dp_n}{dt}=w_n(p_{n+1}-p_n)+w_{n-1}(p_{n-1}-p_n).
\]

Here \(w_n\) is the rate in one direction, not the total escape rate \(w_n+w_{n-1}\). The rates are drawn independently from one distribution with \(0<w_{\min}\le w_n\le w_{\max}\), as holds for any bounded range of barriers. Angle brackets around a function of \(w\) denote the average over this distribution. The ion starts at \(x_0=0\), and \(D\) is defined by \(\langle x^2\rangle\to2Dt\), averaged over walks and over disorder. The claim is

\[
D=\frac{a^2}{\langle 1/w\rangle}.
\]

For any function \(f_n\) of position, multiply the master equation by \(f_n\), sum over \(n\), and relabel the sums so that every term carries \(p_n\). The term \(f_nw_np_{n+1}\) becomes \(f_{n-1}w_{n-1}p_n\), and \(f_nw_{n-1}p_{n-1}\) becomes \(f_{n+1}w_np_n\). Hence

\[
\frac{d}{dt}\sum_n p_nf_n=\sum_n p_n\big[w_n(f_{n+1}-f_n)+w_{n-1}(f_{n-1}-f_n)\big].
\]

With \(f_n=x_n^2\) and the ion still at the origin, the right side is \(a^2(w_0+w_{-1})\), whose disorder average is \(2a^2\langle w\rangle\). The short-time coefficient is therefore \(a^2\langle w\rangle\). It cannot persist, because the ion has a local drift \(a(w_n-w_{n-1})\) towards its lower barrier. After crossing that barrier it finds the same low barrier behind it and tends to return.

The drift disappears if position is measured on a stretched scale. Define

\[
y_0=0,\qquad y_{n+1}-y_n=\frac{c}{w_n},\qquad c=\frac{a}{\langle1/w\rangle},
\]

so that a slow bond counts as a long one. Setting \(f=y\), the square bracket is \(w_n(c/w_n)-w_{n-1}(c/w_{n-1})=0\), and \(y\) has no drift at any site. For \(f=y^2\), the two parts of the bracket are

\[
w_n(y_{n+1}^2-y_n^2)=w_n\Big(\frac{2cy_n}{w_n}+\frac{c^2}{w_n^2}\Big)=2cy_n+\frac{c^2}{w_n},
\]
\[
w_{n-1}(y_{n-1}^2-y_n^2)=-2cy_n+\frac{c^2}{w_{n-1}}.
\]

The terms linear in \(y_n\) cancel, leaving

\[
\frac{d}{dt}\sum_np_ny_n^2=c^2\sum_np_n g_n,\qquad g_n=\frac1{w_n}+\frac1{w_{n-1}}.
\]

The disorder average of the right side follows from two symmetries. Let \(P_{mn}(t)\) be the probability of going from \(m\) to \(n\) in time \(t\), so that \(p_n=P_{0n}\). The matrix of rates is symmetric, hence so is its exponential, and \(P_{mn}=P_{nm}\). The statistics of the disorder are unchanged by a shift of the chain. With an overline for the disorder average,

\[
\sum_n\overline{P_{0n}g_n}=\sum_n\overline{P_{-n,0}\,g_0}=\sum_n\overline{P_{0,-n}\,g_0}=\overline{g_0\sum_nP_{0,-n}}=\overline{g_0}=2\langle1/w\rangle .
\]

The first equality is the shift, the second the symmetry, and the last sum is the total probability, one. Integrating in time gives

\[
\langle y^2\rangle=2c^2\langle1/w\rangle\,t=\frac{2a^2t}{\langle1/w\rangle},
\]

which holds at all times, not just late ones.

It remains to return from \(y\) to \(x\). By the law of large numbers \(y_n/x_n\to1\) far from the origin in both directions, since \(y_n\) is \(c\) times a sum of \(|n|\) independent terms, with the sign of \(n\). So in almost every sample, for any \(\varepsilon>0\), there is a finite \(C\) with \(|x_n-y_n|\le\varepsilon|y_n|+C\) at every site. Write \(E\) for the average over walks in one sample. Since \(g_n\le2/w_{\min}\), we have \(E\,y^2\le2c^2t/w_{\min}\), and therefore

\[
\frac{E(x-y)^2}{t}\le\frac{2\varepsilon^2E\,y^2+2C^2}{t}\le\frac{4\varepsilon^2c^2}{w_{\min}}+\frac{2C^2}{t}.
\]

Let \(t\to\infty\) and then \(\varepsilon\to0\): the left side tends to zero. Because \(x^2-y^2=(x-y)^2+2y(x-y)\), the Cauchy–Schwarz inequality gives

\[
\frac{|E\,x^2-E\,y^2|}{t}\le\frac{E(x-y)^2}{t}+2\sqrt{\frac{E\,y^2}{t}\,\frac{E(x-y)^2}{t}}\;\to\;0 .
\]

To average this limit over samples one needs a bound common to them all. Each step of \(y\) is at least \(c/w_{\max}\), so \(|x_n|\le(aw_{\max}/c)|y_n|\), and both \(E\,x^2/t\) and \(E\,y^2/t\) stay below constants independent of the sample. Dominated convergence then allows the average to be taken, and \(\langle x^2\rangle/2t\to a^2/\langle1/w\rangle\), as claimed.

If the disorder repeats with a period of \(N\) bonds, the result holds for each sample separately, with \(\langle1/w\rangle\) replaced by the mean of \(1/w\) over the cell. The difference \(x-y\) is then periodic and bounded, the occupation of the cell becomes uniform because the rates are symmetric, and \(d\langle y^2\rangle/dt\) tends to \(2c^2\) times the cell mean of \(1/w\). As a test, a cell of eight bonds was given rates \(w=e^{-\eta}\), with \(\eta\) drawn evenly from \(-1.5\) to \(1.5\) and \(a=1\). Half the slope of \(\langle x^2\rangle\) between times 100 and 200, from direct evolution of the master equation, is 0.97369318; the formula gives the same digits.

The periodic form also shows how ordinary diffusion, with a nonzero \(D\), can fail when barriers have no upper bound: it does so if \(\langle1/w\rangle\) diverges. If barriers \(E\ge0\) have density \(e^{-E/E_1}/E_1\) and \(w=\nu e^{-E/kT}\), then \(\langle1/w\rangle\) contains \(\int_0^\infty e^{E/kT-E/E_1}dE\), which diverges for \(kT\le E_1\). The cell mean of \(1/w\) then grows without limit as the cell is lengthened, and the cell's diffusion coefficient tends to zero.

The inverse rates add because the bonds are in series. Hold the end sites of a film of \(N\) bonds at occupations \(p_0\) and \(p_N\). In the steady state one flux \(J=w_n(p_n-p_{n+1})\) passes through every bond. Dividing by \(w_n\) and summing gives

\[
J\sum_{n=0}^{N-1}\frac1{w_n}=p_0-p_N .
\]

Each bond acts as a resistance \(1/w_n\), and one very slow bond can hold back the whole line. The mean of \(N\) independent inverse rates varies from film to film with relative standard deviation \(s/\sqrt N\), where

\[
s^2=\frac{\langle1/w^2\rangle}{\langle1/w\rangle^2}-1 .
\]

The same summation gives the drift. Let a field \(F\) act on the ion's charge \(q\), with each saddle midway between its sites. The barrier is lowered by \(qFa/2\) forwards and raised by as much backwards, so the rates become \(w_ne^{\pm f/2}\) with \(f=qFa/kT\). On a ring of \(N\) sites the stationary current satisfies \(J/w_n=p_ne^{f/2}-p_{n+1}e^{-f/2}\). Summed over the ring, with total probability one,

\[
J\sum_n\frac1{w_n}=e^{f/2}-e^{-f/2}=2\sinh\frac f2 .
\]

The mean velocity is \(a\) times the net crossings of all \(N\) bonds, \(v=NaJ\). For a long ring,

\[
v=\frac{2a\sinh(f/2)}{\langle1/w\rangle}=\frac{2D}{a}\sinh\frac{f}{2}.
\]

For small \(f\) this is \(v=(qD/kT)F\), so the mobility is \(qD/kT\). Within this model the disorder enters the drift through \(\langle1/w\rangle\) at any field strength.

How late is "long time"? Write \(r_n=1/w_n\), \(r=\langle1/w\rangle\), and let hats denote Laplace transforms with variable \(z\). The equations \(z\hat p_n-\delta_{n0}=\hat J_{n-1}-\hat J_n\) and \(r_n\hat J_n=\hat p_n-\hat p_{n+1}\) combine, when the second is multiplied by \(z\), into

\[
zr_n\hat J_n-(\hat J_{n+1}-2\hat J_n+\hat J_{n-1})=S_n,\qquad S_n=\delta_{n0}-\delta_{n,-1}.
\]

The randomness now sits in a term that is small at small \(z\). Put \(r_n=r+\rho_n\), and let \(G\) be the inverse of the left-hand operator with \(r_n\) replaced by \(r\). Iterating \(\hat J=GS-zG\rho\hat J\) twice and averaging, with \(\overline{\rho_n}=0\) and \(\overline{\rho_n\rho_m}=s^2r^2\delta_{nm}\), gives

\[
\overline{\hat J}=GS+z^2s^2r^2G_{00}\,G\,GS+\dots
\]

To this order it is the solution for a uniform chain in which \(zr\) is replaced by \(zr-z^2s^2r^2G_{00}\), that is, \(r\) by \(r(z)=r(1-zrs^2G_{00})\). To find \(G_{00}\), try \(G_{n0}=G_{00}\lambda^{|n|}\) with \(\lambda<1\). Away from the origin \(zr+2=\lambda+1/\lambda\); at the origin \((zr+2-2\lambda)G_{00}=1\), so \(G_{00}=1/(1/\lambda-\lambda)\). For small \(zr\), \(\lambda\approx1-\sqrt{zr}\) and \(G_{00}\approx1/(2\sqrt{zr})\). Thus

\[
r(z)\approx r\Big(1-\frac{s^2}{2}\sqrt{zr}\Big).
\]

A uniform chain has \(\langle x^2\rangle=2a^2t/r\), with transform \(2a^2/(rz^2)\). Inserting \(r(z)\) and expanding,

\[
\widehat{\langle x^2\rangle}\approx\frac{2a^2}{r}\Big(\frac1{z^2}+\frac{s^2\sqrt r}{2}\,z^{-3/2}\Big).
\]

The inverse transforms of \(z^{-2}\) and \(z^{-3/2}\) are \(t\) and \(2\sqrt{t/\pi}\). With \(D=a^2/r\),

\[
\frac{\langle x^2\rangle}{2Dt}\approx1+\frac{s^2}{\sqrt{\pi Dt/a^2}} .
\]

The neglect of higher orders has not been proved here; the numbers below support it. The excess over the limit falls only as \(t^{-1/2}\).

For the example, take \(w=\nu e^{-E/kT}\) with \(E\) uniform in \(E_0\pm\Delta\), and \(b=\Delta/kT\). Then

\[
\langle1/w\rangle=\frac{e^{E_0/kT}}{\nu}\int_{-\Delta}^{\Delta}\frac{e^{\eta/kT}}{2\Delta}\,d\eta=\frac{e^{E_0/kT}}{\nu}\frac{\sinh b}{b},\qquad
D=a^2\nu e^{-E_0/kT}\frac{b}{\sinh b}.
\]

Likewise \(\langle w\rangle=\nu e^{-E_0/kT}\sinh b/b\), so the short-time coefficient exceeds \(D\) by \((\sinh b/b)^2\). Replacing \(b\) by \(2b\) gives the second moment, and

\[
s^2=\frac{\sinh2b}{2b}\,\frac{b^2}{\sinh^2b}-1=b\coth b-1 .
\]

Differentiating \(\ln D\) with respect to \(-1/kT\) yields the activation energy \(E_0+\Delta\coth b-kT\). For \(b\to0\), \(\Delta\coth b\to kT\) and it is \(E_0\); for large \(b\) it approaches \(E_0+\Delta-kT\), close to the highest barrier.

The values \(a=0.3\) nm, \(\nu=10^{13}\) s⁻¹, \(E_0=1.0\) eV and \(\Delta=0.2\) eV are rough choices for doubly charged oxygen vacancies in a hafnium-oxide resistive memory. At 600 K, a rough temperature for a heated filament, \(kT=0.0517\) eV and \(b=3.87\). The rate over the mean barrier is \(3.98\times10^4\) s⁻¹ and \(\sinh b/b=6.18\), so \(\langle1/w\rangle=6.18/(3.98\times10^4\ \text{s}^{-1})=1.55\times10^{-4}\) s and

\[
D=\frac{(3\times10^{-8}\ \text{cm})^2}{1.55\times10^{-4}\ \text{s}}=5.8\times10^{-12}\ \text{cm}^2/\text{s}=580\ \text{nm}^2/\text{s}.
\]

The ratio \(6.18^2\approx38\) is the one met at the start. On the chain the activation energy is 1.15 eV, not the mean barrier of 1.0 eV. At 358 K (85 °C, a storage temperature), \(D=1.5\times10^{-18}\) cm²/s and the ratio is about 2500.

For a 9 nm film, or 30 hops, \(L^2/2D\) is 0.070 s at 600 K. With \(q=2e\) the mobility is \(2(5.8\times10^{-12})/0.0517=2.2\times10^{-10}\) cm²/Vs, and by the full \(\sinh\) law a field of 1 MV/cm carries the ion through in 3.8 ms. At 358 K the two times are \(2.7\times10^5\) s and \(7.9\times10^3\) s.

These are ensemble values, and 30 hops are few. At 600 K \(s^2=2.87\), so the mean inverse rate scatters between films by \(\sqrt{2.87/30}=0.31\) of its average; groups of 30 bonds sampled from a long random chain give the same figure. At 358 K the predicted scatter is 0.43. The approach to the limit was computed on a chain of 400,000 bonds at 600 K, averaged over all starting sites. At \(Dt/a^2=1\), \(\langle x^2\rangle/2Dt\) is 3.10 against 2.62 from the late-time law, which does not yet apply. At 100 the values are 1.174 and 1.162, and at 10,000 both are about 1.016; there the computed value shifts by about 0.0005 between random chains and with the treatment of the chain ends. By the law, the excess falls to 10% of the limit after 0.041 s, when \(\sqrt{2Dt}\) is 6.9 nm. At 358 K the corresponding length is 13 nm, longer than the film, so there \(\langle x^2\rangle\) of a free ion has not come within 10% of \(2Dt\) by the time it spans the film's thickness. The mean crossing time is not affected in this way. From a reflecting face the mean time to advance from site \(n\) to \(n+1\) is \((n+1)/w_n\), so the ensemble mean over \(N\) bonds is \(N(N+1)\langle1/w\rangle/2\), which for \(N=30\) is 3% above \(L^2/2D\) at either temperature.

Real oxides also differ from the chain in being three-dimensional. On periodic cubic lattices of \(12^3\) sites, with the 600 K barrier distribution on every bond, the long-time coefficient is 12.5 times the chain value, with a standard deviation of 0.6 among four samples. If instead all bonds along \(x\) within one layer share a rate, no detour avoids a slow layer, and the test calculation returns the chain formula. The gain therefore comes from routes around high barriers. The chain suits an ion confined to a single path; for a vacancy free to move on such a lattice it underestimates \(D\), at 600 K by about this factor. The factor grows on cooling, to roughly 260 at 358 K on \(16^3\) lattices, and the activation energy on the cubic lattice at 600 K is about 0.94 eV, below the mean barrier rather than above it.

Sites in an amorphous oxide also differ in energy. Let the rates out of site \(n\) be \(\gamma_ne^{\epsilon_n/kT}\) and \(\gamma_{n-1}e^{\epsilon_n/kT}\), with saddle energies unchanged. Steps \(c/\gamma_n\) again remove the drift. In a periodic cell the occupation tends to \(e^{-\epsilon_n/kT}/\sum_me^{-\epsilon_m/kT}\), which cancels the factor \(e^{\epsilon_n/kT}\) in the spreading rate and leaves \(D=a^2/(\langle1/\gamma\rangle\langle e^{-\epsilon/kT}\rangle)\). Site energies uniform within ±0.1 eV multiply \(D\) by 0.57 at 600 K and 0.25 at 358 K.

Two further corrections to the single-ion result, from the strength of the field and from tunnelling, are small at 600 K, provided the ion feels just the applied field. The chosen field, below the several MV/cm at which such films roughly break down, gives \(f=1.16\) and a speed 6% above the linear law. At 3 MV/cm the excess is about 60%. If the field at the ion were enhanced by a Lorentz factor \((\kappa+2)/3\approx7\), for a dielectric constant \(\kappa=20\), then \(f\approx8.5\) at 1 MV/cm, the ratio \(\sinh(f/2)/(f/2)\) would be about 8, and the correction would not be small. For tunnelling, take the standard transmission \(1/(1+e^{-2\pi E/\hbar\omega})\) of an inverted parabola, with \(E\) measured from its top and \(\omega=2\pi\nu\) assumed. With \(u=\hbar\omega/kT<2\pi\), its thermal average relative to classical crossing is

\[
\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}}=\frac{u/2}{\sin(u/2)},
\]

by the substitution \(\sigma=e^{2\pi x/u}\) and the integral \(\int_0^\infty\sigma^{-\alpha}d\sigma/(1+\sigma)=\pi/\sin\pi\alpha\) with \(\alpha=u/2\pi\). This raises the rates by 3%, and by 8% at 358 K. Quantization of the ion's vibration in the well, left out here, can change them by a similar amount.

Interaction between vacancies is not small. In Gaussian units their repulsion \(q^2/\kappa R\), with a rough dielectric constant \(\kappa=20\), equals \(kT\) at \(R=5.6\) nm for 600 K, so the single-ion picture needs vacancies much farther apart than that. Even a lone vacancy is drawn to its image in a metal electrode: in a continuum estimate for the 9 nm film at 600 K its energy lies about \(4kT\) below the mid-film value at 0.3 nm from the metal and about \(kT\) below at 0.9 nm, so sites near the electrodes are not of equal energy. A filament with vacancies closer together falls outside this picture, and the times above are not predictions of switching or retention. The barrier itself is also uncertain: raising \(E_0\) by 0.1 eV at fixed \(\Delta\) divides \(D\) by \(e^{0.1/0.0517}\approx7\) at 600 K and by about 26 at 358 K. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
spacing 0.3 nm, attempt frequency 1.0e+13 /s
barriers 1.0 +- 0.2 eV, film 9.0 nm = 30 hops
charge 2 e, field 1.0 MV/cm, dielectric constant 20.0
periodic test cell: D direct 0.97369318, formula 0.97369318 (a=1)
--- T = 600.0 K: kT = 0.05170 eV, b = 3.868
rate at mean barrier 3.9845e+04 /s, mean rate 2.4636e+05 /s
mean inverse rate 1.5518e-04 s
D = 5.7998e-12 cm2/s = 5.7998e+02 nm2/s
short-time D (mean rate) 2.2172e-10 cm2/s, ratio 38.23
activation energy of D 1.1485 eV
diffusion time L^2/(2D) for the film 6.9830e-02 s
mobility 2.2435e-10 cm2/Vs, drift speed 2.3715e-04 cm/s
drift time through the film 3.7951e-03 s
s^2 = 2.8716, film-to-film scatter of mean 1/w 0.309
late-time law: 10% excess at 4.073e-02 s, rms path 6.87 nm
lowest barrier / kT 15.5
field: q F a/kT = 1.160, speed / linear law 1.0571
tunnelling factor on rates 1.0272
site energies +-0.1 eV: D times 0.5711
vacancy repulsion equals kT at 5.57 nm
--- T = 358.15 K: kT = 0.03086 eV, b = 6.480
rate at mean barrier 8.4782e-02 /s, mean rate 4.2660e+00 /s
mean inverse rate 5.9349e+02 s
D = 1.5165e-18 cm2/s = 1.5165e-04 nm2/s
short-time D (mean rate) 3.8394e-15 cm2/s, ratio 2531.82
activation energy of D 1.1691 eV
diffusion time L^2/(2D) for the film 2.6707e+05 s
mobility 9.8270e-17 cm2/Vs, drift speed 1.1449e-10 cm/s
drift time through the film 7.8607e+03 s
s^2 = 5.4803, film-to-film scatter of mean 1/w 0.427
late-time law: 10% excess at 5.674e+05 s, rms path 13.12 nm
lowest barrier / kT 25.9
field: q F a/kT = 1.944, speed / linear law 1.1651
tunnelling factor on rates 1.0789
site energies +-0.1 eV: D times 0.2541
vacancy repulsion equals kT at 9.33 nm
--- 600 K, random chain of 400000 bonds: <x^2>/(2Dt)
D t/a^2 = 1: computed 3.0979, late-time law 2.6201
D t/a^2 = 10: computed 1.6024, late-time law 1.5123
D t/a^2 = 100: computed 1.1744, late-time law 1.1620
D t/a^2 = 1000: computed 1.0532, late-time law 1.0512
D t/a^2 = 10000: computed 1.0161, late-time law 1.0162
sampled film-to-film scatter 0.310
cubic lattice, 4 samples of 12^3 sites: D(3D)/D(1D) = 12.45
sample-to-sample standard deviation 0.64
```
